\section*{Choosing a silicon supercell by image distance: face-centred cubic or simple cubic}

\section{Problem}

A point defect in silicon is to be computed in a periodically repeated supercell. The supercell contains one defect, so the defect has images at all vectors of the superlattice. The image distance $d$ is the length of the shortest non-zero superlattice vector. Silicon has the cubic edge $a=5.4310$ \AA\ and two atoms per primitive cell. The lattice is taken as perfect and unstrained.

\begin{enumerate}
\item Find the smallest supercell of face-centred-cubic (fcc) shape, and the smallest of simple-cubic (sc) shape, with $d>15$ \AA. Compare their numbers of atoms.
\item Explain the ratio of the two numbers. Could a supercell of another shape be smaller still?
\item Does the smaller cell describe a charged defect, a deep level and a shallow dopant as well as the larger one?
\end{enumerate}

\section{A tempting solution}

The fcc supercell is made by multiplying the primitive vectors of silicon by $n$. The crystal repeats after $a$ along a cube axis, so the supercell repeats after $na$. The condition $na>15$ \AA\ gives $n>2.762$, hence $n=3$. The cell holds $2n^3=54$ atoms. A simple-cubic cell of edge $3a$ has the same repeat distance and holds $8\times 27=216$ atoms. The fcc shape therefore saves a factor of four, and since the images are equally far away, nothing is lost.

\section{Where it fails}

The atom counts $2n^3$ and $8m^3$ are right, and $na$ is indeed a repeat distance of the fcc superlattice. It is not the shortest one. One edge of the proposed cell is
\begin{equation}
3\cdot\frac a2(0,1,1),\qquad \text{of length}\quad \frac{3a}{2}\sqrt{2}=\frac{3a}{\sqrt2}=11.52\ \text{\AA}.
\end{equation}
There is an image at this distance along a face diagonal, well inside the required 15 \AA.

A volume estimate exposes the error without any vectors. If all images were at least $3a=16.29$ \AA\ apart, spheres of radius $3a/2$ around them would not overlap. Each sphere has the volume $\pi(3a)^3/6\approx 2265$ \AA$^3$, while the 54-atom cell has only $(3a)^3/4\approx1081$ \AA$^3$. One such sphere per cell cannot fit.

The last sentence of the tempting solution has a second fault: it assumes that $d$ alone sets the finite-size errors. Part 3 shows that it does not.

\section{Part 1: the two cells}

\subsection{Lattice vectors of silicon}

A supercell must reproduce the perfect crystal when the defect is removed, so its edges must be lattice vectors of silicon. With the primitive vectors
\begin{equation}
\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0),
\end{equation}
a general lattice vector is
\begin{equation}
\sum_i n_i\mathbf a_i=\tfrac a2(n_2+n_3,\;n_1+n_3,\;n_1+n_2)\equiv\tfrac a2(x,y,z).
\end{equation}
The sum $x+y+z=2(n_1+n_2+n_3)$ is even. An integer and its square have the same parity, so $x^2+y^2+z^2$ is even too. Call it $2k$. Then
\begin{equation}
|\mathbf v|^2=\frac{a^2}{4}\,2k=\frac{k a^2}{2},\qquad k=1,2,\dots
\label{eq:k}
\end{equation}
Not every $k$ need occur, but no other lengths are possible. The shortest lattice vector has $k=1$ and length $a/\sqrt2$.

\subsection{Distances and atom counts}

The superlattice of the $n$-fold fcc cell is the silicon lattice magnified by $n$. Its shortest vector is magnified by $n$ and its cell volume by $n^3$. The primitive volume is $a^3/4$ and contains two atoms, so
\begin{equation}
d_{\rm fcc}=\frac{na}{\sqrt2},\qquad V_{\rm fcc}=\frac{n^3a^3}{4},\qquad N_{\rm fcc}=2n^3 .
\end{equation}
For a cube of edge $ma$ with edges along the cube axes,
\begin{equation}
d_{\rm sc}=ma,\qquad V_{\rm sc}=m^3a^3,\qquad N_{\rm sc}=8m^3 .
\end{equation}
The two conditions are
\begin{equation}
n>\frac{15\sqrt2}{5.4310}=3.906,\qquad m>\frac{15}{5.4310}=2.762 ,
\end{equation}
so $n=4$ and $m=3$:

\begin{center}
\begin{tabular}{lrr}
 & fcc & sc\\
\hline
multiple & 4 & 3\\
atoms & 128 & 216\\
$d$ (\AA) & 15.36 & 16.29\\
$V$ (\AA$^3$) & 2563 & 4325
\end{tabular}
\end{center}

The image distances are 1.536 nm and 1.629 nm.

\subsection{Rotated cells give no further sizes}

A superlattice can have fcc or sc shape without being aligned with the crystal axes. Such cells might have intermediate sizes, so they must be considered. Two facts suffice. Squared lengths obey (\ref{eq:k}), and the volume of a supercell is an integer $M$ times $a^3/4$, because its edges are integer combinations of the $\mathbf a_i$ and the determinant of an integer matrix is an integer.

Let an fcc superlattice be the silicon lattice magnified by $c$ and rotated. Its shortest vector gives $c^2a^2/2=ka^2/2$, so $c^2=k$. Its volume gives $c^3=M$. Hence $c=c^3/c^2=M/k$ is rational, and a rational number whose square is an integer is itself an integer.

Let an sc superlattice have edge $L$. Then $(L/a)^2=k/2$ and $(L/a)^3=M/4$, so $L/a=M/(2k)$ is rational. Write it as $p/q$ in lowest terms. The volume condition $4p^3/q^3=M$ requires $q^3$ to divide 4, since $p$ and $q$ share no factor. Already $2^3=8$ exceeds 4, so $q=1$ and $L$ is an integer multiple of $a$. The answers 128 and 216 stand.

\section{Part 2: the ratio, and other shapes}

\subsection{Shape and rounding}

From $d_{\rm fcc}=na/\sqrt2$ one has $na=\sqrt2\,d$, and therefore
\begin{equation}
V_{\rm fcc}=\frac{(\sqrt2\,d)^3}{4}=\frac{2\sqrt2}{4}d^3=\frac{d^3}{\sqrt2},\qquad V_{\rm sc}=d^3 .
\end{equation}
At equal image distance the fcc shape needs $1/\sqrt2=0.7071$ of the volume. The actual ratio is smaller:
\begin{equation}
\frac{128}{216}=0.5926=0.7071\times0.8381,\qquad 0.8381=\left(\frac{15.36}{16.29}\right)^3 .
\end{equation}
The second factor arises because the sc cell overshoots the target by more. A cube with $d=15.36$ \AA\ would correspond to 181.0 atoms, which is not an available cell.

The rounding factor depends on the target and can reverse the result. For a target of 16 \AA\ the cube with 216 atoms still qualifies, but the fcc cell must go to $n=5$, with $2\times125=250$ atoms. The same holds for every target from $4a/\sqrt2$, which lies just above 15.36 \AA, up to just below $3a=16.29$ \AA. For a target of 10 \AA\ the choice is between 54 atoms (fcc, 11.52 \AA) and 64 atoms (sc, 10.86 \AA), a much smaller saving.

If computing time grows as $N^3$ at fixed basis quality and an equal number of $\mathbf k$ points, the cube costs $(216/128)^3=4.81$ times as much. If instead the density of $\mathbf k$ points is held fixed, their number is proportional to the reciprocal-cell volume $(2\pi)^3/V$. The fcc cell then needs $216/128=1.69$ times as many points, and the cost ratio falls to $4.81/1.69=2.85$.

\subsection{No shape does better}

By (\ref{eq:k}), $d>15$ \AA\ means $k>3.906^2=15.26$, so $k\ge16$ and
\begin{equation}
d\ge a\sqrt{16/2}=4a/\sqrt2 .
\end{equation}
Any admissible supercell thus has at least the image distance of the $n=4$ cell. The fcc lattice is the densest lattice packing of equal spheres, a classical theorem that is equivalent to $V\ge d^3/\sqrt2$ for every lattice. Hence $V\ge 4^3a^3/4$, which means at least 128 atoms.

The theorem need not be taken on trust here, because the candidates can be listed. Integer row operations leave a superlattice unchanged and bring its edges, written in the basis $\mathbf a_i$, to the unique form
\begin{equation}
\begin{pmatrix}p&b&c\\0&q&e\\0&0&r\end{pmatrix},\quad pqr=M,\quad 0\le b<q,\quad 0\le c,e<r .
\end{equation}
For $M=1$ to $63$ there are 166\,079 such superlattices. Each was searched for lattice vectors of length up to 15 \AA, and each contains at least one. For $M=64$, that is 128 atoms, there are 10\,795, and one of them passes. Since the $n=4$ fcc cell passes, it is that one.

\subsection{How firm is the choice $n=4$?}

The result uses a particular $a$. It remains $n=4$ as long as $4a/\sqrt2>15$ \AA\ and $3a/\sqrt2\le15$ \AA, so for $a$ between 5.303 \AA\ and 7.071 \AA. The lower limit lies 2.35 percent below the value used. A calculation that uses its own equilibrium lattice constant therefore keeps $n=4$ if that constant is, for example, one percent smaller or larger than the value used here.

\section{Part 3: what the image distance leaves out}

The algebra below is in atomic units. The parameters are rough silicon-like values: relative permittivity $\varepsilon=11.7$, isotropic effective mass $m^*=0.3$ electron masses, defect charge $q=+1$, and a deep level bound by $E_b=0.5$ eV. The estimates are model results, not first-principles energies.

\subsection{A charged defect}

A periodic array of charges has finite energy per cell only if it is neutralised, here by a uniform background of density $-q/V$. Choose the potential to average to zero over the cell. The background then contributes nothing to $\frac12\int\rho\phi$, and the energy per cell is $\frac12q\phi_0$, where $\phi_0$ is the potential at the charge without its own $q/(\varepsilon r)$. For a given shape $V^{1/3}$ is the one length available, so
\begin{equation}
\phi_0=-\frac{\beta q}{\varepsilon V^{1/3}},\qquad
\Delta E=-\frac{\beta q^2}{2\varepsilon V^{1/3}} .
\end{equation}
An isolated charge has no such term, so for $\beta>0$ the periodic energy is too low by $|\Delta E|$.

To obtain $\beta$, each point charge is split into a Gaussian of inverse width $\eta$ and a short-range remainder. With superlattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$,
\begin{equation}
-\frac{\beta}{V^{1/3}}=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}{R}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{V\eta^2}-\frac{2\eta}{\sqrt\pi}.
\end{equation}
The first sum is the potential of the remainders, the second that of the Gaussians from Poisson's equation. The third term removes the cell average of the first kind of potential, $\frac1V\int_0^\infty4\pi r\,{\rm erfc}(\eta r)\,dr=\pi/(V\eta^2)$. The last removes the potential of the charge's own Gaussian at its centre. The sums give $\beta=2.8883$ for fcc and $2.8373$ for sc.

With $14.40$ eV\,\AA\ for the Coulomb constant and $V^{1/3}=13.69$ \AA\ and $16.29$ \AA,
\begin{align}
|\Delta E_{\rm fcc}|&=\frac{2.8883\times14.40}{2\times11.7\times13.69}\approx0.13\ \text{eV},\\
|\Delta E_{\rm sc}|&=\frac{2.8373\times14.40}{2\times11.7\times16.29}\approx0.11\ \text{eV}.
\end{align}
The two $\beta$ differ by 1.8 percent. At equal volume the two shapes therefore have almost the same leading electrostatic error, although the fcc images are farther away. Between these two shapes it is the volume that matters, and the 128-atom cell is worse because it is smaller. This is not a rule for all shapes: for a tetragonal cell $\beta$ falls to about 2.3 at $c/a=2$ and is negative at $c/a=4$. This leading term can be corrected for with the formula above. Terms from the finite extent of the defect charge are not included.

\subsection{A deep level}

Let the defect potential have a range short compared with the decay length of its bound state. Outside it, the isolated state is $e^{-\kappa_0r}/r=1/r-\kappa_0+O(r)$, with $\kappa_0=\sqrt{2m^*E_b}=0.1984$ \AA$^{-1}$, a decay length of 5.04 \AA. The short-range potential fixes the ratio of the constant to the $1/r$ term at $-\kappa_0$, to leading order independently of the energy.

In the supercell the state is a Bloch sum,
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}
=\frac1r-\kappa+S+\dots,\qquad
S=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa R}}{R},
\end{equation}
near $\mathbf r=0$. Matching the constant term gives
\begin{equation}
\kappa-S(\kappa,\mathbf k)=\kappa_0,\qquad E=-\frac{\kappa^2}{2m^*}=-E_b\left(\frac{\kappa}{\kappa_0}\right)^2 .
\label{eq:match}
\end{equation}
As $d\to\infty$, $S\to0$ and the isolated level returns. For finite $d$ the level depends on $\mathbf k$ and becomes a spurious band.

For small $S$, $\kappa\approx\kappa_0+S(\kappa_0,\mathbf k)$ and the shift is $-2E_bS/\kappa_0$. At $\mathbf k=0$ the nearest images alone give
\begin{align}
\text{fcc: }&-\frac{2(0.5)}{0.1984}\,\frac{12\,e^{-3.05}}{15.36}\approx-0.19\ \text{eV},\\
\text{sc: }&-\frac{2(0.5)}{0.1984}\,\frac{6\,e^{-3.23}}{16.29}\approx-0.07\ \text{eV}.
\end{align}
The fcc defect has twelve nearest images instead of six, and they are closer. Solving (\ref{eq:match}) with the farther images, on an $8\times8\times8$ mesh of $\mathbf k$ points, gives levels from about $-0.66$ to $-0.44$ eV for fcc and from about $-0.58$ to $-0.44$ eV for sc. The widths, taken before rounding, are about 0.21 eV and 0.14 eV. The upper edges nearly coincide, so the difference lies in the lower edges. The first-order shifts would put these at about $-0.69$ eV for fcc, which is too deep, and $-0.57$ eV for sc, which is not deep enough. They are only estimates: they leave out the farther images, which lower the level at $\mathbf k=0$, and the higher orders in $S$, including the weaker coupling as $\kappa$ grows.

Both widths are a large fraction of the 0.5 eV binding energy. For this model level read at $\mathbf k=0$, 15 \AA\ is not a converged distance in either cell. The average over the zone converges much faster, because the phases $e^{i\mathbf k\cdot\mathbf R}$ average to zero and the first-order shift cancels. On the same mesh the mean level lies within 0.01 eV of $-0.5$ eV in both cells. A single point can do as well if it is chosen so that the phases of the nearest images cancel. At $\mathbf k=\frac{2\pi}{3a}(\frac14,\frac14,\frac14)$ in the sc cell the model level is $-0.499$ eV, and at $\mathbf k=\frac{2\pi}{4a}(0.6223,0.2953,0)$ in the fcc cell it is $-0.496$ eV.

\subsection{A shallow dopant}

A hydrogen-like state in a medium has the radius $\varepsilon/m^*=11.7/0.3=39$ Bohr radii, or 20.6 \AA. This exceeds both image distances, so neighbouring states overlap strongly. Neither cell describes an isolated shallow dopant.

\subsection{Comparison with real silicon}

One defect per cell means a density of $3.90\times10^{20}$ cm$^{-3}$ for fcc and $2.31\times10^{20}$ cm$^{-3}$ for sc. Lightly doped silicon has roughly $10^{15}$ cm$^{-3}$, so the cells are far from that dilute limit. Their defect densities are set by the choice of cell, not by the material. The permittivity is close to the real one. The isotropic mass is not realistic: the conduction electrons of silicon have masses of roughly 0.2 and 0.9 in different directions. Since $1/\kappa_0\propto1/\sqrt{m^*}$, using these values in turn at fixed binding energy changes the decay length from 5.0 \AA\ to about 6.2 \AA\ or 2.9 \AA. The overlap of neighbouring states depends exponentially on the decay length, so the model band widths change by more than a factor of ten between these two masses. The widths also assume a potential of negligible range, whereas a real defect potential extends over about a bond length, which is not short against 5 \AA. For a state $(e^{-\kappa_0r}-e^{-br})/r$, as produced by a separable potential of range $1/b$, the squared amplitude of the normalised tail is larger by $b(b+\kappa_0)/(b-\kappa_0)^2$. This is about 1.9 for $1/b=1$ \AA, and the widths grow to about 0.37 eV and 0.26 eV. A level 0.5 eV deep is also too far from the band edge, in a gap of about 1.1 eV, for a single effective mass to be reliable. The widths above therefore illustrate the mechanism and do not predict the size of the error for a real defect. The several conduction valleys and the elastic interaction between relaxed images are also left out.

For the stated geometric condition the 128-atom cell is the right answer. For an energy, convergence with cell size must be tested separately, by enlarging the cell and seeing whether the quantity of interest still changes. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
silicon cubic edge a = 5.4310 angstrom
target image distance = 15.0 angstrom
n must exceed 3.906 (fcc)
m must exceed 2.762 (sc)
fcc multiple 1: 2 atoms, d = 3.84 angstrom
fcc multiple 2: 16 atoms, d = 7.68 angstrom
fcc multiple 3: 54 atoms, d = 11.52 angstrom
fcc multiple 4: 128 atoms, d = 15.36 angstrom
sc multiple 1: 8 atoms, d = 5.43 angstrom
sc multiple 2: 64 atoms, d = 10.86 angstrom
sc multiple 3: 216 atoms, d = 16.29 angstrom
chosen fcc: 128 atoms, d = 1.536 nm
chosen sc: 216 atoms, d = 1.629 nm
atom ratio fcc/sc = 0.5926
sc atoms at the fcc distance (not a whole cell) = 181.0
ratio from shape at equal d = 0.7071
ratio from sc overshoot = 0.8381
cost ratio sc/fcc if time grows as N^3 = 4.81
smallest allowed k with d > target = 16
superlattices below 64 primitive cells examined = 166079
of these with d > target = 0
superlattices of 64 primitive cells = 10795
of these with d > target = 1
n = 4 holds for a from 5.303 to 7.071 angstrom
compression margin = 2.35 percent
rough inputs: permittivity 11.7, mass 0.3 m_e
rough inputs: charge +1 e, deep binding 0.5 eV
fcc volume = 2563.1 angstrom^3
fcc defect density = 3.90e+20 cm^-3
fcc shape factor beta = 2.8883
fcc electrostatic image energy size = 0.130 eV
fcc deep level runs -0.656 to -0.442 eV
fcc spurious defect band width = 0.214 eV
sc volume = 4325.2 angstrom^3
sc defect density = 2.31e+20 cm^-3
sc shape factor beta = 2.8373
sc electrostatic image energy size = 0.107 eV
sc deep level runs -0.585 to -0.441 eV
sc spurious defect band width = 0.143 eV
deep-state decay constant kappa0 = 0.1984 per angstrom
deep-state decay length = 5.04 angstrom
shallow dopant radius = 20.6 angstrom
\end{verbatim}
